# Tracer diffusivity by vacancy jumps in an fcc crystal, part 2

A marked atom, the tracer, moves through an fcc crystal by exchanging places with vacancies. Its diffusivity $D$ is 22 percent below $c_v$ times the vacancy diffusivity $a^2w$. The theorem to be proved is

$$D=f\,a^2c_v w,\qquad f=\frac{1-\lambda}{1+\lambda}, \tag{2}$$

$$\lambda=\frac16\left\langle\frac{\sin^2x\,(\cos y+\cos z)^2}{1-\gamma}\right\rangle,\qquad \gamma=\frac{\cos x\cos y+\cos y\cos z+\cos z\cos x}{3}, \tag{3}$$

Here $a$ is the lattice parameter, $c_v$ the fraction of empty sites, and $w$ the exchange rate of a vacancy with one particular neighbour. Brackets average over $-\pi<x,y,z<\pi$, with $x=k_xa/2$ and likewise for $y$ and $z$. Algebra is in atomic units, $\hbar=m_e=e=1$; example numbers are in nm, eV, K and cm²/s.

The assumptions are:

1. Vacancies move by nearest-neighbour exchange.
2. The tracer exchanges at the same rate $w$ as a host atom.
3. Vacancies do not interact, and nothing favours any direction.
4. The crystal is single, with uniform $c_v\ll1$.

The 12 neighbour vectors $\mathbf z$ have squared length $r^2=a^2/2$ and satisfy

$$\sum_{\mathbf z}z_\alpha z_\beta=2a^2\delta_{\alpha\beta}. \tag{4}$$

Lemma 2 gives the tracer's jump rate, and Lemma 6 leads to (11):

$$\Gamma=12\,c_vw. \tag{5}$$

$$D=f\,\frac{\Gamma r^2}{6}=f\,a^2c_vw,\qquad f=\frac{1+C}{1-C}. \tag{11}$$

Lemma 4: after a tracer jump $\mathbf r_1$, the vacancy is at $-\mathbf r_1$ seen from the tracer, and the mean next jump is $C\mathbf r_1$. The vacancy either returns or is lost; fresh vacancies contribute zero on average. By lattice symmetry, a vacancy at a neighbour site $\mathbf s$ gives a mean next jump parallel to $\mathbf s$, with one constant for all 12 sites.

With the tracer at the origin and a vacancy at $\mathbf s$, $\mathbf U(\mathbf s)$ is the mean displacement in the next tracer jump caused by this vacancy, counted as zero if it never arrives. $G(\mathbf s)$ is the mean number of visits to $\mathbf s$ by a free random walk from the origin, start included. Lemma 8 established

$$\mathbf U(\mathbf s)=\frac1{12}\sum_{\mathbf z}G(\mathbf s-\mathbf z)\,\mathbf z. \tag{13}$$

$$G(\mathbf s)-\frac1{12}\sum_{\mathbf z}G(\mathbf s+\mathbf z)=\delta_{\mathbf s,0}. \tag{14}$$

$$G(\mathbf s)=\left\langle\frac{e^{i\mathbf k\cdot\mathbf s}}{1-\gamma}\right\rangle,\qquad\gamma=\frac1{12}\sum_{\mathbf z}\cos\mathbf k\cdot\mathbf z. \tag{15}$$

### Proof of the theorem

By the symmetry argument of Lemma 4, $\mathbf U(\mathbf s)=\lambda\mathbf s$ on the neighbour shell, with one constant $\lambda$. After a tracer jump $\mathbf r_1$ the vacancy is at $-\mathbf r_1$, so the mean next jump is $\mathbf U(-\mathbf r_1)=-\lambda\mathbf r_1$. Hence

$$C=-\lambda,\qquad f=\frac{1+C}{1-C}=\frac{1-\lambda}{1+\lambda}. \tag{16}$$

To find $\lambda$, multiply the $x$ component of (13) by $s_x$ and sum over the shell. The left side is $\lambda\sum s_x^2=2a^2\lambda$. With (15),

$$2a^2\lambda=\frac1{12}\sum_{\mathbf s,\mathbf z}s_xz_xG(\mathbf s-\mathbf z)=\frac1{12}\left\langle\frac{\left|\sum_{\mathbf s}s_xe^{i\mathbf k\cdot\mathbf s}\right|^2}{1-\gamma}\right\rangle.$$

The cosine parts of the inner sum cancel between $\mathbf s$ and $-\mathbf s$. The vectors $\frac a2(\pm1,\pm1,0)$ give for the sine parts

$$\frac a2\left[2\sin(x+y)+2\sin(x-y)\right]=2a\sin x\cos y,$$

and $\frac a2(\pm1,0,\pm1)$ give $2a\sin x\cos z$. The squared magnitude is $4a^2\sin^2x(\cos y+\cos z)^2$. Division by $2a^2$ leaves the factor $4/(12\cdot2)=1/6$, which is (3). Equations (11) and (16) then give (2). ∎

The integrand in (3) is nowhere negative, so $\lambda>0$ and $f<1$. In this model correlation slows the tracer.

### The number, by counting separations

The sum (13) can also be evaluated site by site. Take $\mathbf s=\frac a2(1,1,0)$, project on $\mathbf s$ and divide by $r^2$. Each $\mathbf z$ then enters with the cosine of its angle to $\mathbf s$. Label $G$ by its separation in units of $a/2$.

- One vector has cosine 1 and separation 000.
- Four have cosine $\frac12$ and separation of type 110.
- Two have cosine 0 and drop out.
- Four have cosine $-\frac12$ and separation of type 211.
- One has cosine $-1$ and separation 220.

Therefore

$$\lambda=\frac{G_{000}+2G_{110}-2G_{211}-G_{220}}{12}. \tag{17}$$

The lattice integrals (15) give $G_{000}=1.344661$, $G_{110}=0.344661$, $G_{211}=0.195467$ and $G_{220}=0.170889$. Thus

$$\lambda=\frac{1.344661+0.689322-0.390934-0.170889}{12}=0.12268,$$

$$f=\frac{1-0.12268}{1+0.12268}=0.78145.$$

Direct integration of (3) gives the same $\lambda$.

### Remark: where the 22 percent comes from

The simplest estimate keeps the immediate reversal alone. The vacancy next to the tracer steps straight back with probability $1/12$, so $\lambda\approx1/12$ and $f\approx11/13=0.846$. The remaining reduction to 0.781 comes from vacancies that first step elsewhere and then return.

The total return probability follows from $G$. A free walk that starts at the origin is on the neighbour shell after one step. Let $F$ be its probability of ever coming back from there. Each return starts the count afresh, so $G_{000}=1+FG_{000}$ and

$$F=1-\frac1{G_{000}}=0.2563. \tag{18}$$

About three quarters of the vacancies that move the tracer in the dilute limit never move it again.

The probability $P$ that the next exchange takes place from a given neighbour site can be found too. Let the vacancy start at $\mathbf s$ on the shell. A free walk visits the shell site $\mathbf z$ on average $G(\mathbf s-\mathbf z)$ times. Visits made after it has passed through the tracer's site must be removed, and their mean number is $FG_{110}$. Each remaining visit leads to an exchange with probability $1/12$:

$$P(\mathbf s\to\mathbf z)=\frac{G(\mathbf s-\mathbf z)-FG_{110}}{12}. \tag{19}$$

An explicit propagation of the vacancy's probability over 160 steps, extrapolated to infinitely many, gives these values.

| Cosine between successive jumps | Sites | $P$ per site |
|---:|---:|---:|
| $-1$ | 1 | 0.1047 |
| $-1/2$ | 4 | 0.0214 |
| 0 | 2 | 0.0118 |
| $1/2$ | 4 | 0.0089 |
| 1 | 1 | 0.0069 |

The first two rows differ by $1/12=0.0833$. Equation (19) explains this: the difference is $(G_{000}-G_{110})/12$, and (14) at the origin gives $G_{000}-G_{110}=1$. That difference is the immediate back-step. The mean cosine from the propagation is $-0.12268$, in agreement with $C=-\lambda$.

### Remark: a test without the memory argument

Lemma 4 treats a vacancy as either returning or lost. This can be tested on a periodic crystal of $N$ sites with one vacancy and one tracer per cell, where the vacancy is never lost. The diffusivity of the tracer follows from the master equation for all vacancy positions. Divided by $a^2w/(N-1)$, it is 0.79020, 0.78354 and 0.78207 for 125, 512 and 1728 sites. Extrapolation of the last two values linearly in $1/N$ gives 0.78145 for the infinite crystal, as the theorem requires.

A random simulation of the 125-site cell gave 0.793 from the mean square displacement, 0.3 percent above the master-equation value for that cell and within its statistical error of about half a percent. Its tracer jump rate was 0.9998 times the value $12w/(N-1)$ expected from Lemma 2.

### Worked example at 1000 K

The inputs are rough typical values for copper: $a=0.36$ nm, vacancy formation energy $E_f=1.25$ eV, formation entropy $S_f=2k_B$, migration energy $E_m=0.70$ eV and effective attempt frequency $\nu=10^{13}$ s⁻¹.

The vacancy fraction minimizes the free energy per site,

$$g(c)=c(E_f-TS_f)+k_BT\left[c\ln c+(1-c)\ln(1-c)\right].$$

Setting $dg/dc=0$ gives $c/(1-c)=e^{S_f/k_B-E_f/k_BT}$. For small $c$ the denominator is 1. With $k_BT=0.086173$ eV,

$$c_v=e^{2-1.25/0.086173}=3.71\times10^{-6}.$$

The exchange rate is taken to be thermally activated, which is an assumption of the example:

$$w=\nu e^{-E_m/k_BT}=10^{13}e^{-0.70/0.086173}=2.97\times10^9\ \text{s}^{-1}.$$

The tracer jumps at the mean rate $12c_vw=1.32\times10^5$ s⁻¹. With $a=3.6\times10^{-8}$ cm, the vacancy diffusivity is $a^2w=3.84\times10^{-6}$ cm²/s. Multiplication by $c_v$ gives $1.42\times10^{-11}$ cm²/s, and the correlation factor gives

$$D=0.781\times1.42\times10^{-11}=1.11\times10^{-11}\ \text{cm}^2/\text{s},$$

or $9.6\times10^{-12}$ atomic units. In one hour the root-mean-square displacement along one axis is $\sqrt{2Dt}\approx2800$ nm.

### What the example neglects

**Energy errors.** An error of 0.05 eV in $E_f+E_m$ changes $D$ by the factor $e^{0.05/0.08617}=1.8$. This is more than the whole effect of correlation, so the uncertainty of $D$ in the example comes from the rough inputs and not from $f$, which the model fixes precisely.

**Vacancy pairs.** There are $12/2=6$ neighbour pairs of sites per site. With binding energy $E_b$, the ratio of paired to single vacancies is $2\times6c_v^2e^{E_b/k_BT}/c_v$. If pairs jump over a barrier lower by $\Delta E$, with the same attempt frequency and no binding entropy, an upper estimate of their share relative to $D$ is $12c_ve^{(E_b+\Delta E)/k_BT}$. Rough values $E_b=0.10$ eV and $\Delta E=0.20$ eV give 0.14 percent at 1000 K and 1.8 percent at 1300 K. Within this model the share is about five times smaller, because only 4 of the 12 neighbour sites of a paired vacancy also touch its partner, and because the jumps caused by pairs are more strongly correlated: their correlation factor is about 0.46. These figures depend exponentially on the rough energies and are no bound for real copper, where fits to the curvature of measured Arrhenius plots have assigned a much larger share to a second mechanism at high temperature.

**Thermal expansion.** A rough linear coefficient of $2\times10^{-5}$ K⁻¹ raises $a^2$ by 2.8 percent between 300 K and 1000 K.

**Quantum motion.** Let $u=2\pi\nu/k_BT$ in atomic units. Quantizing one vibration in the well multiplies the classical rate by $\sinh(u/2)/(u/2)$. Tunnelling through a parabolic barrier of equal frequency multiplies it by $(u/2)/\sin(u/2)$. Their product exceeds 1 by 1.9 percent at 1000 K and by 13 percent at 400 K, if the other vibrations cancel between well and saddle. This uses the effective $\nu=10^{13}$ s⁻¹ as a mode frequency, which lies above the phonon spectrum of copper (up to about 7 THz); a mode at $5\times10^{12}$ s⁻¹ gives 0.5 and 3 percent.

**Grain boundaries.** Cubic grains of edge $d$ with boundaries of width $\delta$ have the boundary volume fraction $3\delta/d$, because each of six faces is shared by two grains. Take roughly $\delta=0.5$ nm, $d=10^5$ nm, the lattice prefactor and half the lattice activation energy. Weighted by volume fraction alone, the long-time boundary contribution is then 1.2 times $D$ at 1000 K and 0.09 times $D$ at 1300 K. One third of the boundaries lie across any given axis and carry nothing along it, which lowers both values to about two thirds. This volume-weighted estimate applies to a tracer that samples many grains. The one-hour displacement of 2800 nm is far smaller than $d$, so a tracer deep inside a grain still moves with the lattice value.

### Beside real copper, and where the theorem stops

The measured activation energy for self-diffusion in copper is roughly 2.1 eV, somewhat above the 1.95 eV of the example. At fixed prefactor, the difference of 0.15 eV would lower $D$ at 1000 K by a factor of about 6. This is not the error of the example, because a comparison with measured diffusivities must also use the measured prefactor. Copper wiring in electronic circuits is polycrystalline and works near 400 K. It breaks the assumption of a single crystal, and while it carries current a direction is favoured, which breaks assumption 3 as well. At that temperature the model gives a lattice diffusivity of $2\times10^{-26}$ cm²/s, and the rough boundary estimate exceeds it by a factor of $3\times10^7$, with the grain size held at $10^5$ nm. Grains in circuit wiring are of order 100 nm or smaller, which raises this ratio a thousandfold or more, and the interfaces of the wire offer a further fast path that the estimate leaves out. This compares the total transport along the two paths; an atom deep inside a grain would not reach a boundary by lattice diffusion in any practical time. The lattice formula is then no guide to transport through the wire.

The counting did not require $c_v$ to have its thermal equilibrium value. If quenching or past irradiation leaves a different but uniform and dilute vacancy fraction, (2) holds with the actual $c_v$ as long as that fraction persists and assumption 3 is still met. In a real crystal at low temperature it often is not. With the rough pair energies above, the fraction $1.1\times10^{-4}$ of 1300 K held at 300 K gives a pair contribution about 25 times the single-vacancy value, and at 400 K about 1.5 times. During irradiation, mobile interstitial atoms can also carry the tracer, and (2) then gives only the vacancy part. An impurity with its own exchange rate breaks assumption 2 and needs a new calculation of $f$. A composition gradient breaks assumption 3, so $D$ is not by itself the interdiffusion coefficient of an alloy. The numerical output follows.

## Values computed for the example and the checks

```
neighbours: 12, jump length^2 = 0.500 a^2
sum of z_x^2 over neighbours = 2.000 a^2
vacancy D from density wave = 1.000000 a^2 w
G000, G110 = 1.344661, 0.344661
G211, G220 = 0.195467, 0.170889
lambda, integral = 0.1226801
lambda, Green functions = 0.1226801
correlation factor f = 0.781451
f, immediate back-jump only = 0.846154
next jump cos -1.0: 1 sites, P per site = 0.10469
next jump cos -0.5: 4 sites, P per site = 0.02136
next jump cos +0.0: 2 sites, P per site = 0.01180
next jump cos +0.5: 4 sites, P per site = 0.00893
next jump cos +1.0: 1 sites, P per site = 0.00688
total return probability = 0.25632
1 - 1/G000 = 0.25632
mean cosine, explicit walk = -0.122681
f in cells of 125, 512, 1728 sites = 0.79020, 0.78354, 0.78207
f, master equation, infinite size = 0.781447
simulated jump rate / (12 c w) = 0.9998
simulated f, 125 sites = 0.7927
example: a = 0.36 nm, T = 1000 K
E_f = 1.25 eV, E_m = 0.70 eV, S_f = 2.0 k_B
attempt frequency = 1.0e+13 1/s
k_B T = 0.08617 eV
vacancy fraction c_v = 3.706e-06
exchange rate w = 2.966e+09 1/s
tracer jump rate 12 c_v w = 1.319e+05 1/s
vacancy diffusivity a^2 w = 3.844e-06 cm2/s
uncorrelated a^2 c_v w = 1.424e-11 cm2/s
tracer diffusivity D = 1.113e-11 cm2/s = 9.615e-12 a.u.
one-hour length sqrt(2 D t) = 2831 nm
rough: pair binding 0.10 eV, pair barrier lower by 0.20 eV
rough: expansion 2.0e-05 1/K, energy error 0.05 eV
rough: boundary width 0.5 nm, grain 100000 nm
rough: boundary/lattice activation energy = 0.50
400 K: D = 2.02e-26 cm2/s
  divacancy share / D = 9.5e-11
  expansion of a^2 from 300 K = 0.4 %
  quantum rate correction = 12.7 %
  factor from energy error = 4.27
  grain-boundary share / D = 2.9e+07
1000 K: D = 1.11e-11 cm2/s
  divacancy share / D = 1.4e-03
  expansion of a^2 from 300 K = 2.8 %
  quantum rate correction = 1.9 %
  factor from energy error = 1.79
  grain-boundary share / D = 1.2e+00
1300 K: D = 2.06e-09 cm2/s
  divacancy share / D = 1.8e-02
  expansion of a^2 from 300 K = 4.0 %
  quantum rate correction = 1.1 %
  factor from energy error = 1.56
  grain-boundary share / D = 9.0e-02
```
